Why the flat-band capacitance is not the oxide capacitance

**Definitions and conventions**

A metal gate, an oxide of thickness t_ox and a thick piece of p-type silicon form a capacitor. All charges and capacitances are per unit area. The depth x is measured into the silicon from its interface with the oxide, and ψ(x) is the electrostatic potential relative to the deep silicon, where ψ = 0. Its value at the interface is ψ_s, the surface potential. The permittivities are ε_ox and ε_s, the acceptor density is N, and the thermal voltage is

V_T = k_B T/q,

with q the positive elementary charge. The reduced surface potential is u = ψ_s/V_T. Positive u repels holes from the surface (depletion); negative u attracts them (accumulation).

Flat band is the state in which ψ = 0 throughout the silicon. The gate voltage V is measured from this state, which removes the work-function difference from the equations. The oxide and its interface hold no charge, so if the gate carries Q, the silicon carries −Q. The small-signal capacitance is C = dQ/dV, and the capacitance of the oxide alone is C_ox = ε_ox/t_ox.

The model treats the doping as uniform, continuous and fully ionized, the holes as a classical gas, and the potential as a mean field. The signal is slow enough for the holes to follow.

**The belief and its appeal**

The belief is that C equals C_ox at flat band. The argument runs as follows. With flat bands there is no field in the silicon, no space charge and no depletion layer. Nothing in the silicon then stands in series with the oxide, and the capacitor should behave as if the silicon were a metal plate.

The premises are true in this model: at flat band the field, the space charge and the depletion width all vanish. A familiar formula seems to confirm the conclusion. Suppose that the holes are swept out completely down to a depth W and undisturbed below it. The charge density is then −qN from 0 to W, and integrating Poisson's equation twice gives

ψ_s = qN W²/(2ε_s).

The gate charge is Q = qNW. Since dψ_s/dW = qNW/ε_s, the silicon capacitance is

dQ/dψ_s = qN/(qNW/ε_s) = ε_s/W.

As W goes to zero this grows without limit, and an infinite capacitance in series with the oxide leaves C_ox.

The first argument fails because a capacitance is a derivative. That Q is zero at ψ_s = 0 says nothing about how fast Q changes there. The second fails because it uses a sharp depletion edge where no such edge exists. What is needed is the response of the silicon to a small disturbance of the flat-band state.

**Dividing the voltage**

The gate voltage is shared between oxide and silicon:

V = Q/C_ox + ψ_s.

Differentiating with respect to Q gives

1/C = 1/C_ox + 1/C_s, where C_s = dQ/dψ_s.

The belief therefore requires C_s to be infinite at flat band: the silicon would have to take up charge without any change of its surface potential.

**The response at flat band**

In thermal equilibrium the classical hole density is p = N exp(−ψ/V_T). The electrons are ignored: with an intrinsic density of roughly 10¹⁰ cm⁻³ and N = 10¹⁷ cm⁻³, there are about 10³ of them per cubic centimetre. The charge density is ρ = q(p − N), and Poisson's equation ψ'' = −ρ/ε_s becomes

ψ'' = (qN/ε_s) [1 − exp(−ψ/V_T)].

Now let the gate voltage move slightly from zero, so that a small potential δψ(x) appears. To first order exp(−δψ/V_T) = 1 − δψ/V_T, and therefore

δψ'' = qN δψ/(ε_s V_T) = δψ/L_D²,

with the Debye length

L_D = √(ε_s V_T/(qN)) = √(ε_s k_B T/(q²N)).

The general solution is a sum of exp(−x/L_D) and exp(x/L_D). The growing part is excluded because the potential must vanish deep in the silicon, which leaves

δψ = δψ_s exp(−x/L_D).

Gauss's law gives the gate charge. The field in the silicon at the interface is −δψ'(0), and it equals δQ/ε_s, since a positive gate charge drives a field into the silicon. Hence

δQ = −ε_s δψ'(0) = (ε_s/L_D) δψ_s.

The silicon capacitance at flat band is finite:

C_s = ε_s/L_D.

The flat-band capacitance follows from the series rule:

C_FB = 1/(t_ox/ε_ox + L_D/ε_s).

Multiplying by t_ox/ε_ox gives the ratio in its most useful form:

C_FB/C_ox = t_ox/(t_ox + d), d = L_D ε_ox/ε_s.

The silicon acts like an additional oxide thickness d.

**Where the added charge sits**

The same result can be read without the exponential. Multiply the change in Poisson's equation, δψ'' = −δρ/ε_s, by x and integrate over the silicon. Integration by parts gives

∫ x δψ'' dx = [x δψ'] − ∫ δψ' dx = 0 + δψ_s,

because δψ' vanishes rapidly at large depth and δψ falls from δψ_s to zero. Therefore

δψ_s = −(1/ε_s) ∫ x δρ dx.

The added gate charge is δQ = −∫ δρ dx. Dividing,

1/C_s = δψ_s/δQ = x̄/ε_s, x̄ = ∫ x δρ dx / ∫ δρ dx.

This relation was derived without assuming flat bands. Whatever the bias, the silicon capacitance is that of a layer as thick as the mean depth x̄ of the added charge. At flat band δρ is proportional to exp(−x/L_D), whose mean depth is L_D. The total charge is zero there, but an increment of charge is spread over a finite depth.

This also settles the role of screening. It would be loose to say that screening as such lowers the capacitance. Screening confines the response of the silicon to a finite depth, and the better it works, the closer C_FB comes to C_ox. The reduction comes from its finite range. Perfect screening, L_D → 0, would make the belief true.

**The number**

Take t_ox = 5 nm, N = 10¹⁷ cm⁻³ = 10²³ m⁻³ and T = 300 K, with relative permittivities of 11.7 for silicon and 3.9 for the oxide. The thermal voltage is 25.852 mV, and

L_D² = (11.7 × 8.854×10⁻¹² F/m × 0.025852 V)/(1.602×10⁻¹⁹ C × 10²³ m⁻³) = 1.67×10⁻¹⁶ m²,

so that L_D = 12.93 nm. The equivalent extra oxide is

d = 12.93 nm × 3.9/11.7 = 4.31 nm,

and the ratio is

C_FB/C_ox = 5/(5 + 4.31) = 0.537.

In absolute terms C_ox = 0.691 μF/cm² and C_s = 0.801 μF/cm², which in series give 0.371 μF/cm². The silicon contributes almost as much series thickness as the oxide itself.

This was tested against a numerical solution of the full nonlinear Poisson equation, electrons included. The gate voltage was moved by 1 mV to either side of flat band and the change of gate charge was divided by the change of voltage. The ratio came out as 0.5371, the same as the formula to four digits. Going from 1001 to 2001 mesh points moved it by less than 10⁻⁶. The mean depth of the added charge in that solution was 12.93 nm.

**When the belief does little harm**

The ratio depends on t_ox compared with d. With the same silicon and temperature but 100 nm of oxide it is 0.959, and assuming that C_FB equals C_ox overstates C_FB by only about 4 percent of C_ox. This holds for the capacitance, not for a flat-band voltage read from the curve: in the classical model this capacitor reaches 0.98C_ox only about 1.8 V into accumulation. At t_ox = d = 4.31 nm the ratio is one half.

Since L_D varies as √(T/N), heavier doping also helps. For 5 nm of oxide at 300 K the ratio is 0.268 at 10¹⁶ cm⁻³ and 0.786 at 10¹⁸ cm⁻³. The last value holds for classical holes and full ionization; at that doping the quantum exclusion of holes from the interface, described below, lowers it to about 0.74 (0.73 to 0.75 for hole masses from 0.2 to 0.5 electron masses). With a fixed boron level of 45 meV only about two thirds of the acceptors are ionized there, which alone gives 0.78 if their occupation follows the signal and 0.75 if it does not. Warming the original capacitor to 400 K, with the doping still taken as fully ionized, lowers the ratio to 0.501, because hotter holes screen over a longer distance.

**Away from flat band**

If flat band were a point where the silicon became metallic, the capacitance curve should show some feature there. The full charge law shows none in C_s. Multiply the nonlinear Poisson equation by ψ'. The left side becomes the derivative of ψ'²/2, and the right side is also a derivative, because ψ + V_T exp(−ψ/V_T) has the slope 1 − exp(−ψ/V_T) with respect to ψ. Integrating between the interface and the deep silicon, where ψ and ψ' vanish, gives

ψ'(0)²/2 = (qN/ε_s) [ψ_s + V_T exp(−ψ_s/V_T) − V_T].

With qN/ε_s = V_T/L_D² and |Q| = ε_s |ψ'(0)|, this is

|Q| = (ε_s V_T/L_D) √(2(e^(−u) + u − 1)),

where Q has the sign of u. For small u,

2(e^(−u) + u − 1) = u² − u³/3 + u⁴/12 − …

Taking out the factor u² and expanding the root as √(1 + s) = 1 + s/2 − s²/8, with s = −u/3 + u²/12, gives

Q = (ε_s V_T/L_D) (u − u²/6 + u³/36 + …).

The coefficient 1/36 is 1/24 − 1/72. Since dψ_s = V_T du,

C_s = (ε_s/L_D) (1 − u/3 + u²/12 + …).

The linear term is not zero, so flat band is neither a maximum nor a plateau. C_s passes through it with a finite slope, rising towards accumulation and falling towards depletion. The steepest point of the curve C(V) does not in general mark flat band either. In the classical model the two coincide at t_ox = d. The steepest point lies about 13.5 mV into depletion in this example, about 100 mV into depletion with 10 nm of oxide, and about 50 mV into accumulation with 2 nm. At u = −0.347 the numerical solution gives a C_s of 1.126 times its flat-band value, and at u = +0.370 it gives 0.888 times. The expansion agrees with both within 0.001.

**What becomes of the depletion formula**

The charge law leaves out the electrons, whose density at the surface grows as e^u. It therefore holds in depletion only until they become numerous there, which at this doping happens at a surface potential of roughly 0.75 to 0.8 V: if they follow the signal, they raise C_s by 4 percent at 0.75 V and by 27 percent at 0.80 V. Below that limit, but with u well above 1, the exponential e^(−u) can be dropped, and differentiating the charge law gives

C_s = (ε_s/L_D)/√(2(u − 1)).

The simple formula ε_s/W has W = L_D √(2u), so it differs by the −1. The edge of the depleted region is smeared, and the correction amounts to replacing ψ_s by ψ_s − V_T.

At a surface potential of 192 mV the simple width is 49.9 nm and predicts C/C_ox = 0.231, while the numerical solution gives 0.244. The shortfall is about 5 percent of the numerical value. The corrected expression repairs it: u = 192.35/25.852 = 7.44, the width is 12.93 nm × √12.88 = 46.4 nm, and the ratio is 5/(5 + 46.4/3) = 0.244.

Near flat band the formula breaks down. At 0.93 mV it assigns a width of 3.47 nm, well below the Debye length over which any edge is smeared. It predicts 0.812, against 0.534 from the numerical solution. The limit W → 0 is thus taken where the formula no longer describes the silicon.

**Where the capacitance does approach C_ox**

In accumulation the term e^(−u) dominates the charge law, so |Q| is proportional to e^(−u/2) and

C_s ≈ |Q|/(2V_T).

The capacitance approaches C_ox as holes pile up at the surface. From the series rule C/C_ox = C_s/(C_s + C_ox), so a ratio of 0.9 requires C_s = 9C_ox. The approximate law then gives |Q|/C_ox = 18V_T = 0.47 V across the oxide. The surface hole density is 1.2×10¹⁹ cm⁻³, or 120 times N, which means a surface potential of −V_T ln 120 = −0.12 V. The sum is −0.59 V; the full charge law gives −0.569 V.

This has a practical consequence. The flat-band voltage of a capacitor can be found by calculating C_FB and reading off the voltage at which the measured curve has that value. Someone who looked for flat band at 0.9C_ox would, in this model, be wrong by more than half a volt.

At −1 V the classical model gives C/C_ox = 0.943, with an oxide field of 1.7 MV/cm, well below the breakdown field of roughly 10 MV/cm. The surface density of 4×10¹⁹ cm⁻³ then exceeds the effective density of states of the valence band, roughly 3×10¹⁹ cm⁻³. Classical statistics is no longer justified there. The wave nature of the holes also keeps them away from the oxide, and this matters at smaller voltages too. A self-consistent quantum estimate, with a hole mass of 0.28 electron masses and classical occupation, gives about 0.86 at −1 V, and about 0.81 at −0.569 V instead of 0.9. The accumulation values in this section therefore describe the classical model rather than a real capacitor.

**How far the 54 percent can be trusted**

Each effect below was put in alone, at the example's own values and with rough material parameters. The reference is 0.537.

Fermi statistics leaves the ratio at 0.537. Incomplete ionization matters slightly more. For a boron level 45 meV above the valence band, a fraction f = 0.934 of the acceptors is ionized. If their occupation cannot follow the signal, the holes alone screen, with density fN, and the ratio is 0.529. If it does follow, the acceptors add f(1 − f)N to the screening density. The total, f(2 − f)N, is nearly N again, and the ratio is 0.537.

Quantum mechanics keeps holes away from the oxide. At a hard wall the wave functions are standing waves with density proportional to 2 sin²(kx) = 1 − cos(2kx). Averaging over the thermal distribution of k multiplies the density by

1 − exp(−2m k_B T x²/ħ²).

For a hole mass of 0.28 electron masses, the missing holes correspond to a layer 2.0 nm thick. With this factor in the Poisson equation, the ratio at zero gate charge is 0.513. The bands are then no longer quite flat, since the acceptors near the wall are not fully neutralized, and zero gate charge moves by −4 mV. This treatment keeps the field-free factor while the potential varies. A self-consistent solution of the Schrödinger and Poisson equations with the same single mass also gives 0.513. The result depends on the mass, which for real holes differs by band and direction: it is 0.509 for 0.20 and 0.519 for 0.50 electron masses.

Holes are also repelled by their image charges in the oxide, which has the lower permittivity. An estimate that ignores the opposing attraction of the metal gate, and so slightly overstates the effect, gives 0.523; with the gate included it is 0.524.

Correlations between holes act the other way. A cube of side L_D contains on average 0.22 holes, so the smooth screening cloud is a statistical average and not a picture of any one place. The leading correction lowers the chemical potential of a hole by q²/(8πε_s L_D), which makes the hole gas easier to compress and the screening length shorter. The ratio becomes about 0.55, but with so few holes per cube this correction is itself rough.

Tunnelling and slow response can be set aside. The tunnelling factor for a 3.1 eV barrier at flat band is about 10⁻²⁵, and charge in the silicon relaxes locally in about 0.2 ps. Charging the capacitor through half a millimetre of this silicon takes longer, about 4 ns, but that is still short compared with the period of a 1 MHz signal.

**The real case**

An oxide of a few nanometres on silicon doped between 10¹⁷ and 10¹⁸ cm⁻³ is the regime of thin-oxide bulk silicon transistors and their test capacitors, so the example is not extreme. Real devices break several assumptions. A polysilicon gate is not a perfect metal: with 10²⁰ electrons per cubic centimetre it has a screening length of 0.59 nm, which adds to L_D and lowers the ratio to 0.526. Interface traps add a capacitance in parallel with C_s; a rather high density of 10¹¹ cm⁻² eV⁻¹, all following the signal, raises it to 0.542. Implanted doping is not uniform, and the values quoted above for 10¹⁶ and 10¹⁸ cm⁻³ show how strongly the doping within a few Debye lengths of the surface matters.

For uniform doping at the stated value, the separate corrections leave the ratio between about 0.51 and 0.55. They are not independent and cannot simply be added. None of them brings the ratio anywhere near one.

Table of computed values

```
INPUT: oxide 5.0 nm, doping 1.0e+17 cm^-3, T 300 K
relative permittivities: silicon 11.7, oxide 3.9
thermal voltage kT/q: 25.852 mV
Debye length: 12.93 nm
equivalent extra oxide: 4.31 nm
oxide capacitance: 0.6906 uF/cm2
silicon flat-band capacitance: 0.8013 uF/cm2
flat-band capacitance, formula: 0.3709 uF/cm2
flat-band capacitance, solver: 0.3709 uF/cm2
C_FB/C_ox: formula 0.5371, solver 0.5371
solver ratio shift, 1001 to 2001 nodes: -5.3e-07
mean depth of added charge, solver: 12.93 nm
C_FB/C_ox for other cases (formula, solver):
  5 nm, 1e+16 cm^-3, 300 K: 0.2684, 0.2684
  5 nm, 1e+18 cm^-3, 300 K: 0.7858, 0.7858
  100 nm, 1e+17 cm^-3, 300 K: 0.9587, 0.9587
  5 nm, 1e+17 cm^-3, 400 K: 0.5012, 0.5012
silicon capacitance / flat-band value (solver, expansion):
  u = -0.347: 1.1262, 1.1256
  u = +0.370: 0.8875, 0.8882
C/C_ox, solver against depletion formula:
  bending 192.35 mV, width 49.87 nm: 0.2442, 0.2312
  bending 0.93 mV, width 3.47 nm: 0.5341, 0.8123
C = 0.9 C_ox at gate voltage -0.569 V from flat band
  classical surface holes there: 1.2e+19 cm^-3
at -1 V: C/C_ox 0.9431, oxide field 1.69 MV/cm
  classical surface holes there: 4.0e+19 cm^-3
NEGLECTED EFFECTS, one at a time, as C_FB/C_ox:
  Fermi statistics (N_v 3e+19 cm^-3): 0.5369
  boron at 45 meV, ionized fraction 0.934:
    occupation follows 0.5365, frozen 0.5285
  quantum exclusion, mass 0.28 m_e, missing layer 2.03 nm: 0.5134
    zero-charge voltage shift -4.17 mV, mesh shift -1.3e-07
  image repulsion (upper estimate): 0.5229
  correlations (rough): 0.5491
    Coulomb length 4.76 nm, holes per Debye cube 0.22
  n+ poly gate 1e+20 cm^-3, screening length 0.59 nm: 0.5260
  traps 1e+11 cm^-2 eV^-1, all following: 0.5420
  tunnelling factor, barrier 3.1 eV, mass 0.4 m_e: 2e-25
  dielectric relaxation, mobility 300 cm2/Vs: 0.22 ps
```
